\section*{Complex Bands of a Massive Dirac Channel and the Parabolic Approximation}

\section*{The model}

When a transistor channel is short, electrons can tunnel from source to drain at energies inside the band gap. The leakage depends on how fast a gap state decays along the channel. This problem finds that decay for a two-band model and compares it with the estimate obtained from the conduction-band effective mass.

Consider one valley and one spin of a uniform two-dimensional channel. Transport is along $x$, and the transverse wavenumber $k_y$ is real and conserved. With $\hbar=1$, the Hamiltonian is
\begin{equation}
H=v(k_x\sigma_x+k_y\sigma_y)+\Delta\sigma_z,
\qquad v>0,\quad \Delta>0 .
\label{eq:H}
\end{equation}
The Pauli matrices act on the two orbital components that form the band edges, and $k_x$, $k_y$ are measured from the valley centre. Energy $E$ is measured from midgap, so the edges lie at $\pm\Delta$ and the gap is $2\Delta$. Hartree atomic units are used: energies in hartree, lengths in bohr, masses in electron masses.

The numerical example takes the round model parameters $\Delta=0.030$ and $v=0.250$, which represent no particular material. The gap is $0.060$ hartree, or $1.633$ eV.

\section*{(a) The complex band}

\textit{Treat $E$ as given and solve for $k_x$. Find the decay constant of a gap state and describe its dependence on energy.}

\subsection*{Solution}

Write $H\psi=E\psi$ with the $k_x$ term alone on one side:
\[
vk_x\sigma_x\psi=(E-\Delta\sigma_z-vk_y\sigma_y)\psi .
\]
Multiply from the left by $\sigma_x/v$. Since $\sigma_x^2=1$, $\sigma_x\sigma_z=-i\sigma_y$ and $\sigma_x\sigma_y=i\sigma_z$,
\begin{equation}
k_x\psi=M\psi,\qquad
M=\frac{E}{v}\sigma_x+\frac{i\Delta}{v}\sigma_y-ik_y\sigma_z .
\label{eq:M}
\end{equation}
The allowed $k_x$ are the eigenvalues of $M$, which is not Hermitian, so they may be complex. Different Pauli matrices anticommute, so all cross terms cancel in the square:
\[
M^2=\frac{E^2}{v^2}+\frac{(i\Delta)^2}{v^2}+(-ik_y)^2
=\frac{E^2-\Delta^2}{v^2}-k_y^2 .
\]
This is a number times the unit matrix, and $M$ has zero trace. Its eigenvalues are therefore the two opposite square roots of that number. For $|E|<\Delta$ the number is negative, and $k_x=\pm i\kappa$ with
\begin{equation}
\boxed{\;\kappa^2=\frac{\Delta^2-E^2}{v^2}+k_y^2\; } .
\label{eq:kappa}
\end{equation}
The choice $k_x=+i\kappa$ turns $e^{ik_xx}$ into $e^{-\kappa x}$, which decays to the right. Here $\kappa$ describes the amplitude; the density decays as $e^{-2\kappa x}$.

At $k_y=0$, equation \eqref{eq:kappa} becomes $E^2+v^2\kappa^2=\Delta^2$. In the plane of $\kappa$ and $E$ this is an ellipse. The gap state joins the conduction band at $E=\Delta$ and the valence band at $E=-\Delta$, with $\kappa=0$ at both ends. Between them $\kappa$ is largest at midgap, where $\kappa=\Delta/v$. For the example,
\[
\kappa(0)=\frac{0.030}{0.250}=0.120\ \text{bohr}^{-1}
=2.268\ \text{nm}^{-1}.
\]
A transverse wavenumber adds $k_y^2$ to $\kappa^2$, so in this isotropic model normal incidence gives the slowest decay at each energy.

The result relies on equation \eqref{eq:H} holding at imaginary $k_x$ of size $\Delta/v$. If $\Delta/v$ is comparable with the size of the Brillouin zone, the expansion about the valley is not justified. Even below that size the lattice leaves corrections of a few per cent. On a nearest-neighbour honeycomb lattice with the same $\Delta$ and $v$ and a lattice constant of $6$ bohr, the midgap $\kappa$ along the armchair direction is $0.118\ \text{bohr}^{-1}$ at the valley. Its smallest value, $0.113\ \text{bohr}^{-1}$, lies about $0.036\ \text{bohr}^{-1}$ away from the valley in $k_y$.

\section*{(b) Continuing the parabola into the gap}

\textit{Construct the parabolic approximation with the correct conduction edge and edge mass. Continue it to imaginary $k_x$ and compare its decay constant $\kappa_p$ with $\kappa$.}

\subsection*{Solution}

For real wavenumbers let $k^2=k_x^2+k_y^2$. The upper band and its expansion are
\[
E=\sqrt{\Delta^2+v^2k^2}
=\Delta\sqrt{1+\frac{v^2k^2}{\Delta^2}}
=\Delta+\frac{v^2k^2}{2\Delta}-\frac{v^4k^4}{8\Delta^3}+\cdots .
\]
Matching the second term to $k^2/(2m)$ gives
\begin{equation}
m=\frac{\Delta}{v^2}=\frac{0.030}{0.250^2}=0.480 .
\label{eq:mass}
\end{equation}
The parabolic model drops the later terms and keeps $E=\Delta+(k_x^2+k_y^2)/(2m)$. Putting $k_x=i\kappa_p$ gives $E=\Delta+(k_y^2-\kappa_p^2)/(2m)$, hence
\begin{equation}
\kappa_p^2=2m(\Delta-E)+k_y^2
=\frac{2\Delta(\Delta-E)}{v^2}+k_y^2 .
\label{eq:kp}
\end{equation}
To compare, factor $\Delta^2-E^2=(\Delta-E)(\Delta+E)$ in \eqref{eq:kappa} and subtract. The $k_y^2$ terms cancel:
\begin{align}
\kappa_p^2-\kappa^2
&=\frac{(\Delta-E)\left[2\Delta-(\Delta+E)\right]}{v^2}\nonumber\\
&=\frac{(\Delta-E)^2}{v^2}>0
\qquad (|E|<\Delta).
\label{eq:difference}
\end{align}
The parabola thus overestimates the decay constant throughout the gap of this model, for every real $k_y$. At $k_y=0$ the ratio is
\begin{equation}
\frac{\kappa_p}{\kappa}
=\sqrt{\frac{2\Delta(\Delta-E)}{(\Delta-E)(\Delta+E)}}
=\sqrt{\frac{2\Delta}{\Delta+E}},
\label{eq:ratio}
\end{equation}
which equals $\sqrt2$ at midgap. In the example $\kappa_p(0)=\sqrt{2(0.480)(0.030)}=0.1697\ \text{bohr}^{-1}=3.207\ \text{nm}^{-1}$, which is $41\%$ above the Dirac value.

\paragraph{Near the two edges.} Let $\delta=\Delta-E$ be the depth below the conduction edge. Then \eqref{eq:ratio} is $(1-\delta/2\Delta)^{-1/2}\simeq1+\delta/(4\Delta)$ for $\delta\ll\Delta$. At $E=0.9\Delta$ this predicts an excess of $2.5\%$; the full ratio gives $2.6\%$. The parabolic decay constant is therefore accurate close to its own edge. The error enters an exponent, however: for a barrier chosen to give $e^{-2\kappa_pL}=10^{-6}$, this $2.6\%$ already makes $e^{-2\kappa L}$ larger by a factor $1.4$.

Towards the valence edge it fails completely. There $\kappa\to0$, because a propagating valence state is about to appear, while $\kappa_p\to2\Delta/v$. The ratio is already $2.00$ at $E=-0.5\Delta$ and $4.47$ at $E=-0.9\Delta$.

One can instead use the parabola of whichever band edge is nearer. By the symmetry between the bands, $\Delta-E$ is then replaced by $\Delta-|E|$, and the ratio becomes $\sqrt{2\Delta/(\Delta+|E|)}$. Its largest value is $\sqrt2$, at midgap, where the two parabolic decay curves meet at a corner instead of the smooth maximum of the ellipse.

\paragraph{Transverse motion.} At midgap with $k_y\neq0$,
\[
\frac{\kappa_p}{\kappa}
=\sqrt{\frac{2\Delta^2+v^2k_y^2}{\Delta^2+v^2k_y^2}} .
\]
The difference of squares is fixed at $\Delta^2/v^2$, but both squares grow with $k_y^2$, so the relative error falls. For $k_y=0.12\ \text{bohr}^{-1}$, equal to $\Delta/v$, the ratio is $\sqrt{3/2}=1.225$; for twice that $k_y$ it is $1.095$.

\section*{(c) The part played by the valence band}

\textit{Eliminate the lower spinor component at $k_y=0$ to find what the parabola leaves out. Confirm the explanation by moving the valence edge while keeping the conduction-edge mass fixed.}

\subsection*{Solution}

Let $\psi=(a,b)^T$. The two rows of $H\psi=E\psi$ are
\[
(E-\Delta)a=vk_xb,\qquad (E+\Delta)b=vk_xa .
\]
The second gives $b=vk_xa/(E+\Delta)$. Substitution in the first yields
\[
E-\Delta=\frac{v^2k_x^2}{E+\Delta}\equiv\frac{k_x^2}{2m(E)},
\qquad m(E)=\frac{\Delta+E}{2v^2}.
\]
With $k_x=i\kappa$ this becomes
\begin{equation}
\kappa^2=2m(E)(\Delta-E).
\label{eq:mE}
\end{equation}
The form is that of the parabola, but with an energy-dependent mass. At $E=\Delta$ it equals $\Delta/v^2=m$, and at midgap it equals $m/2$. In the example it falls from $0.480$ to $0.240$. The parabola freezes the mass at its edge value; doubling the mass at midgap raises $\kappa$ by $\sqrt2$.

The denominator $E+\Delta$ is the distance to the valence edge. As $E$ moves down, this distance shrinks and more valence component enters the state:
\begin{equation}
\mu\equiv\left|\frac ba\right|
=\frac{v\kappa}{\Delta+E}
=\sqrt{\frac{\Delta-E}{\Delta+E}} .
\label{eq:mu}
\end{equation}
At midgap $\mu=1$: the two components have equal weight, so the valence component cannot be treated as a small correction there.

A mass fitted at midgap, $m/2$, would repair $\kappa$ at that energy. Near the conduction edge it would then give $\kappa^2=m(\Delta-E)$ where the correct limit is $2m(\Delta-E)$, an underestimate of $\kappa$ by the factor $1/\sqrt2$. No constant mass serves both energies.

\paragraph{Moving the valence edge.} Place the valence edge at $-W$ and let the coupling velocity be $v_W$. The same elimination gives
\[
(E-\Delta)(E+W)=v_W^2k_x^2 .
\]
Near the conduction edge $E+W\simeq\Delta+W$, so $E-\Delta\simeq v_W^2k_x^2/(\Delta+W)$. The edge mass is thus $(\Delta+W)/(2v_W^2)$, and it stays equal to $m$ if $v_W^2=(\Delta+W)/(2m)$. For $-W<E<\Delta$, putting $k_x=i\kappa$ gives
\begin{equation}
\kappa^2=\frac{(\Delta-E)(E+W)}{v_W^2}
=2m(\Delta-E)\frac{E+W}{\Delta+W},
\qquad
\frac{\kappa_p}{\kappa}=\sqrt{\frac{\Delta+W}{E+W}} .
\label{eq:remote}
\end{equation}
The parabola itself has not changed, since $\Delta$ and $m$ are fixed. At $E=0$, a fixed depth $\Delta$ below the conduction edge, the ratio is $1.414$ for $W=\Delta$, $1.155$ for $W=3\Delta$ and $1.049$ for $W=10\Delta$. It tends to $1$ as $W\to\infty$. In this model the error therefore comes from the coupling to a valence band at finite distance. For $W\neq\Delta$ the energy $E=0$ is no longer the centre of the gap. At the true centre, $E=(\Delta-W)/2$, one has $E+W=(\Delta+W)/2$ and the ratio is again $\sqrt2$: a wider gap does not improve the parabola at midgap.

\section*{(d) A quadratic term in the gap}

\textit{Replace $\Delta$ by $\Delta+Bk_x^2$ at $k_y=0$. Define $b=B\Delta/v^2$ and take $b>-1/4$. Find how the midgap ratio changes when $\kappa_p$ uses the new edge mass.}

\subsection*{Solution}

The bands now satisfy
\[
E^2=v^2k_x^2+(\Delta+Bk_x^2)^2
=\Delta^2+(v^2+2B\Delta)k_x^2+B^2k_x^4 .
\]
For $b>-1/4$ the coefficient $v^2(1+2b)$ is positive, so the band edge stays at $k_x=0$. Taking the square root to order $k_x^2$ gives
\begin{equation}
\frac1m=\frac{v^2+2B\Delta}{\Delta}=\frac{v^2}{\Delta}(1+2b).
\label{eq:massB}
\end{equation}
At $E=0$ set $k_x=i\kappa$ and $y=v\kappa/\Delta$. Since $B\kappa^2=b\Delta y^2$, the band equation becomes
\[
(1-by^2)^2=y^2,\qquad\text{so}\qquad 1-by^2=\pm y .
\]
Let $s=\sqrt{1+4b}>0$. For $b\neq0$ the two quadratic equations have the roots $y=(-1\pm s)/(2b)$ and $y=(1\pm s)/(2b)$. The positive ones are $(s-1)/(2b)$ and $(s+1)/(2|b|)$; the first is positive for either sign of $b$ because $s-1$ and $b$ have the same sign. It is also the smaller, and the slowest decay controls a long barrier. Using $4b=s^2-1=(s-1)(s+1)$,
\begin{equation}
y=\frac{s-1}{2b}=\frac{2}{1+s},
\qquad
\kappa=\frac{2\Delta}{v(1+s)} .
\label{eq:kappaB}
\end{equation}
As $b\to0$, $s\to1$ and $\kappa\to\Delta/v$, as found before.

For the parabola, \eqref{eq:massB} and $1+2b=(1+s^2)/2$ give
\[
\kappa_p=\sqrt{2m\Delta}
=\frac{\Delta}{v}\sqrt{\frac{2}{1+2b}}
=\frac{2\Delta}{v\sqrt{1+s^2}} .
\]
Hence
\begin{equation}
\frac{\kappa_p}{\kappa}=\frac{1+s}{\sqrt{1+s^2}},
\qquad
\left(\frac{\kappa_p}{\kappa}\right)^2
=1+\frac{2s}{1+s^2}
=2-\frac{(1-s)^2}{1+s^2}.
\label{eq:ratioB}
\end{equation}
The first form of the square shows that the ratio exceeds $1$. The second shows that it cannot exceed $\sqrt2$ and reaches that value at $s=1$, that is, $b=0$. Within this family the overestimate survives, and the pure Dirac model is its worst case.

The maximum is flat: the ratio is $1.399$ at $b=0.20$ and still $1.190$ at $b=5$. For large positive $b$ the quadratic term dominates the curvature, the bands approach $\pm(\Delta+Bk_x^2)$, and the ratio tends to $1$. The equal values $1.321$ at $b=-0.20$ and $b=1$ follow from the symmetry of \eqref{eq:ratioB} under $s\to1/s$, since $s=1/\sqrt5$ and $s=\sqrt5$ there. By the same symmetry the ratio also tends to $1$ as $b\to-1/4$, where $s\to0$.

For $b<-1/4$, $s$ is imaginary and the roots for $\kappa$ are complex: the midgap state oscillates as it decays, and \eqref{eq:ratioB} does not apply. Nor does this family include a quadratic term that makes the electron and hole masses different, and such a term can break the bound $\sqrt2$. Adding $Ak_x^2$ times the unit matrix at $B=0$ gives, for the conduction-band parabola at $E=0$, the ratio $1.59$ when $A\Delta/v^2=-0.1$ and $1.30$ when $A\Delta/v^2=+0.1$.

\section*{(e) From decay constant to transmission}

\textit{Return to $B=0$, $k_y=0$. A channel of length $L$ lies between identical leads of the same material, whose bands are lowered by $U$ with abrupt steps. Find the transmission $T$ for $|E|<\Delta$ and $E+U>\Delta$.}

\subsection*{Solution}

Relative to the lead midgap the electron has energy $E+U$. A lead state with $k_x=\pm q$, $q>0$, has the spinor $(1,\pm\lambda)^T$, where, by the elimination in part (c),
\[
\lambda=\frac{vq}{E+U+\Delta}
=\sqrt{\frac{E+U-\Delta}{E+U+\Delta}} .
\]
The velocity operator is $\partial H/\partial k_x=v\sigma_x$, so these states carry currents $\pm2v\lambda$ and the plus sign moves to the right.

In the channel $k_x=-i\,d/dx$. The two rows of the Dirac equation become
\[
a'=\frac{i(\Delta+E)}{v}\,b=\frac{i\kappa}{\mu}\,b,
\qquad
b'=-\frac{i(\Delta-E)}{v}\,a=-i\kappa\mu\,a ,
\]
where \eqref{eq:mu} gives $\kappa/\mu=(\Delta+E)/v$ and $\kappa\mu=(\Delta-E)/v$. Differentiating once more gives $a''=\kappa^2a$ and $b''=\kappa^2b$.

The equation is of first order, so both components are continuous at each step. At $x=L$ there is only a transmitted wave: $a(L)=t$, $b(L)=\lambda t$. With $C=\cosh\kappa L$ and $S=\sinh\kappa L$, integrating back to $x=0$ gives
\begin{align*}
a(0)&=a(L)C-\frac{a'(L)}{\kappa}S
=t\left(C-\frac{i\lambda}{\mu}S\right),\\
b(0)&=b(L)C-\frac{b'(L)}{\kappa}S
=t\left(\lambda C+i\mu S\right).
\end{align*}
In the left lead let the incident and reflected amplitudes be $A$ and $r$. Then $a(0)=A+r$ and $b(0)=\lambda(A-r)$, so
\[
A=\frac12\left[a(0)+\frac{b(0)}{\lambda}\right]
=t\left[C+\frac i2\left(\frac\mu\lambda-\frac\lambda\mu\right)S\right].
\]
The leads are identical, so $T=|t/A|^2$. Using $C^2=1+S^2$ and
$1+\frac14(\mu/\lambda-\lambda/\mu)^2=\frac14(\mu/\lambda+\lambda/\mu)^2$,
\begin{equation}
\boxed{\;T=\frac{1}{1+G^2\sinh^2\kappa L}\;},
\qquad
G=\frac{\lambda^2+\mu^2}{2\lambda\mu}.
\label{eq:T}
\end{equation}
For $\kappa L\gg1$, $\sinh^2\kappa L\simeq e^{2\kappa L}/4$ and
\begin{equation}
T\simeq\frac{4}{G^2}e^{-2\kappa L}.
\label{eq:Tlong}
\end{equation}
In the opposite limit, $L\to0$, the full formula gives $T\to1$, whereas \eqref{eq:Tlong} would give $4/G^2$. The asymptotic law \eqref{eq:Tlong} is therefore to be used only for thick barriers. Direct numerical integration of the Dirac equation through the channel agrees with \eqref{eq:T}, and the computed reflection and transmission add to one.

\section*{(f) The channel length}

\textit{For $U=0.050$ and a midgap electron, find the length that gives $T=10^{-6}$. What happens if the parabolic decay constant is used to choose it?}

\subsection*{Solution}

First compare the bare exponentials, $e^{-2\kappa L}=10^{-6}$, for which $L=\ln(10^6)/(2\kappa)$:
\begin{align*}
L_{\rm D}&=\frac{13.816}{2(0.12000)}=57.56\ \text{bohr}=3.05\ \text{nm},\\
L_{\rm p}&=\frac{13.816}{2(0.16971)}=40.70\ \text{bohr}=2.15\ \text{nm}.
\end{align*}
The parabola recommends a channel shorter by the factor $1/\sqrt2$, whatever the target. At this length the Dirac exponential is $e^{-2(0.12000)(40.70)}=5.72\times10^{-5}$, which is 57 times the target.

Matching to the leads adds a prefactor. Here $\lambda=\sqrt{0.020/0.080}=0.500$ and $\mu=1$, so $G=(0.25+1)/(2\times0.5)=1.25$ and $4/G^2=2.56$. The transmission at $L_{\rm p}$ is then $2.56\times5.72\times10^{-5}=1.46\times10^{-4}$, or 146 times the target. Of this excess, the factor 57 comes from the decay constant and the factor 2.56 from the prefactor, which both bare exponentials omit. A complete parabolic calculation has a prefactor of its own, $16q_p^2\kappa_p^2/(q_p^2+\kappa_p^2)^2=3.84$ with $q_p^2=2m(U-\Delta)=0.0192\ \text{bohr}^{-2}$. It would choose $44.67$ bohr, where the full Dirac transmission is about 57 times the target.

To meet the target with the full formula, the prefactor must be offset by an extra length $\ln(2.56)/(2\times0.120)=3.92$ bohr. This gives
\[
L=57.56+3.92=61.48\ \text{bohr}=3.25\ \text{nm}.
\]
For this $U$ the prefactor lengthens the channel by about $7\%$, whereas replacing the parabolic $\kappa$ by the Dirac one lengthens it by $41\%$. The sign of the prefactor correction depends on $U$: for $U=0.032$, with the electron $54$ meV above the lead edge, $4/G^2=0.48$ and the required length falls to $54.5$ bohr, $5\%$ below $L_{\rm D}$.

The example illustrates the formula and is not a typical operating point. With $U=0.050$ the midgap electron lies $0.020$ hartree, or $0.54$ eV, above the conduction edge of the leads. In lightly doped leads at room temperature such states are almost empty. Filling the leads up to this energy, where $q=0.16\ \text{bohr}^{-1}$, takes $q^2/(4\pi)=0.0020\ \text{bohr}^{-2}$, or about $7\times10^{13}\ \text{cm}^{-2}$, for each valley and spin, which is very heavy doping. The midgap electron also lies $0.82$ eV below the conduction edge of the channel. For a lower barrier the parabolic error is much smaller: at $0.3$ eV below the edge the ratio \eqref{eq:ratio} is $1.107$, and the factor 57 between the bare exponentials shrinks to $3.8$.

These lengths describe coherent tunnelling at one energy and normal incidence through a flat barrier. A device current also requires a sum over energies and $k_y$, the self-consistent potential, thermionic emission and scattering, so $3.25$ nm is not a predicted minimum gate length. The values for other energies, transverse wavenumbers and values of $b$ are listed in the numerical output.

\section*{Computed values}
\begin{verbatim}
half gap D = 0.030 hartree; full gap = 1.633 eV
velocity v = 0.250 a.u.; lead lowering U = 0.050 hartree
edge mass m = 0.4800 electron masses (from band: 0.4800)
ky = 0: E/D, kappa, kappa_p (1/bohr), ratio, m(E) (electron masses)
   0.90 0.05231 0.05367 1.0260 0.4560
   0.50 0.10392 0.12000 1.1547 0.3600
   0.00 0.12000 0.16971 1.4142 0.2400
  -0.50 0.10392 0.20785 2.0000 0.1200
  -0.90 0.05231 0.23392 4.4721 0.0240
midgap kappa   = 0.12000 1/bohr = 2.268 1/nm
midgap kappa_p = 0.16971 1/bohr = 3.207 1/nm
midgap: ky, kappa, kappa_p (1/bohr), ratio (no unit)
  0.00 0.12000 0.16971 1.4142
  0.12 0.16971 0.20785 1.2247
  0.24 0.26833 0.29394 1.0954
midgap of D, valence edge at -W, fixed m: W/D, kappa_p/kappa (no unit)
       1 1.4142
       3 1.1547
      10 1.0488
    1000 1.0005
k^2 mass term at midgap: b = B D/v^2, kappa_p/kappa (no unit)
  -0.20 1.3211
  -0.05 1.4120
   0.05 1.4127
   0.20 1.3994
   1.00 1.3211
   5.00 1.1902
matching factors: lambda = 0.500, mu = 1.000, G = 1.250 (no unit)
large-L prefactor 4/G^2 = 2.560 (no unit)
target transmission = 1.0e-06 (no unit)
length, bare Dirac exponential     = 57.56 bohr = 3.046 nm
length, bare parabolic exponential = 40.70 bohr = 2.154 nm
length, full Dirac matching        = 61.48 bohr = 3.253 nm
bare Dirac exponential at parabolic length = 5.720e-05 (no unit)
full Dirac T at parabolic length = 1.464e-04 (no unit)
that T divided by target = 146.4 (no unit)
\end{verbatim}
